# Born effective charge of a half-filled diatomic chain from its Berry phase: a program that tests the result

```python
"""Born effective charge of a half-filled diatomic chain.

Result under test, for a cation midway between its two anion neighbours:
  Z* = Q - 1 + (2/pi) [ (1-beta) s K(m) + beta E(m)/s ]
  s = Delta/sqrt(Delta^2 + 4 t^2),  m = 1 - s^2
Q      nominal ionic charge of the cation (units of e); anion core is 2-Q
Delta  site energy: +Delta on the cation, -Delta on the anion (eV)
t      hopping at the equal bond length d0 = a/2 (eV)
beta   -d ln t / d ln d at d0;  K, E are complete elliptic integrals
Z* exceeds Q for every t > 0 if beta >= 1/2, and only above one
threshold of t/Delta if 0 < beta < 1/2.
Lengths are in nm, energies in eV, charges in e.
"""
import numpy as np
from scipy.optimize import brentq
from scipy.special import ellipe, ellipkm1

A = 0.4
D0 = A / 2
Q = 2.0
STEP = 1e-5
N_K = 4000
K_GRID = 2 * np.pi * np.arange(N_K) / (N_K * A)


def hopping(d, t, beta, law="power"):
    if law == "power":
        return t * (D0 / d) ** beta
    return t * np.exp(-beta * (d / D0 - 1))


def occupied_states(d_in, t_in, t_out, delta, same=0.0):
    """Lower-band vectors; 'same' is an opposite-sign same-species hopping."""
    off = -(t_in * np.exp(1j * K_GRID * d_in)
            + t_out * np.exp(-1j * K_GRID * (A - d_in)))
    diag = delta + 2 * same * np.cos(K_GRID * A)
    h = np.zeros((N_K, 2, 2), complex)
    h[:, 0, 0], h[:, 1, 1] = diag, -diag
    h[:, 0, 1], h[:, 1, 0] = off, off.conj()
    energies, vectors = np.linalg.eigh(h)
    return energies, vectors[:, :, 0]


def berry_dipole(x_cat, x_an, t_in, t_out, delta, same=0.0):
    """Dipole per cell in e nm, modulo 2a, from the discretized Berry phase."""
    vec = occupied_states(x_an - x_cat, t_in, t_out, delta, same)[1]
    closing = np.exp(-2j * np.pi * np.array([x_cat, x_an]) / A) * vec[0]
    following = np.vstack([vec[1:], closing])
    overlap = np.sum(vec.conj() * following, axis=1)
    phase = -np.angle(np.prod(overlap / abs(overlap)))
    return Q * x_cat + (2 - Q) * x_an - 2 * A * phase / (2 * np.pi)


def branch_difference(p_plus, p_minus):
    diff = p_plus - p_minus
    return diff - 2 * A * np.round(diff / (2 * A))


def berry_charge(t, delta, beta, law="power", move="cation",
                 step=STEP, same=0.0):
    dipoles = []
    for u in (step, -step):
        x_cat, x_an = (u, D0) if move == "cation" else (0.0, D0 + u)
        d_in = x_an - x_cat
        dipoles.append(berry_dipole(x_cat, x_an, hopping(d_in, t, beta, law),
                                    hopping(A - d_in, t, beta, law),
                                    delta, same))
    return branch_difference(*dipoles) / (2 * step)


def elliptic_parts(ratio):
    """Return s, s*K and E/s for ratio = t/Delta."""
    s = 1 / np.sqrt(1 + 4 * ratio ** 2)
    return s, s * ellipkm1(s ** 2), ellipe(1 - s ** 2) / s


def excess(ratio, beta):
    """Derived formula for Z* - Q."""
    _, sk, es = elliptic_parts(ratio)
    return 2 / np.pi * ((1 - beta) * sk + beta * es) - 1


def open_chain_dipole(cells, u, t, delta, beta):
    """Dipole of a finite open chain, by direct diagonalization."""
    x = np.empty(2 * cells)
    x[0::2] = A * np.arange(cells) + u
    x[1::2] = A * np.arange(cells) + D0
    bonds = -hopping(np.diff(x), t, beta)
    site = np.tile([delta, -delta], cells)
    h = np.diag(site) + np.diag(bonds, 1) + np.diag(bonds, -1)
    vec = np.linalg.eigh(h)[1][:, :cells]
    electrons = 2 * np.sum(vec ** 2, axis=1)
    cores = np.tile([Q, 2 - Q], cells)
    return np.sum((cores - electrons) * x)


# Closed formula against Berry phases, for two hopping laws
worst = 0.0
for t, delta, beta in [(1, 2, 2), (1, 0.3, 1), (0.5, 2, 3.5),
                       (1, 1, 0.25), (2, 1, 0.5)]:
    for law in ("power", "exponential"):
        numeric = berry_charge(t, delta, beta, law)
        formula = Q + excess(t / delta, beta)
        worst = max(worst, abs(numeric / formula - 1))
assert worst < 1e-4  # k-grid error, second order in the spacing

# Worked example
T, DELTA, BETA = 1.0, 2.0, 2.0
RATIO = T / DELTA
s, sk, es = elliptic_parts(RATIO)
z_formula = Q + excess(RATIO, BETA)
z_berry = berry_charge(T, DELTA, BETA)
z_anion = berry_charge(T, DELTA, BETA, move="anion")
assert abs(z_anion + z_berry) < 1e-6

# Same charge from open chains, with no Berry phase
slopes = [(open_chain_dipole(n, STEP, T, DELTA, BETA)
           - open_chain_dipole(n, -STEP, T, DELTA, BETA)) / (2 * STEP)
          for n in (40, 60)]
z_open = (slopes[1] - slopes[0]) / 20
assert abs(z_open - z_formula) < 1e-5

# Rigid part (hoppings held) and transfer part (positions held)
static_formula = Q - 1 + 2 / np.pi * sk
transfer_formula = 2 * BETA / np.pi * (es - sk)
energies, states = occupied_states(D0, T, T, DELTA)
n_cation = 2 * np.mean(abs(states[:, 0]) ** 2)
gap = np.min(energies[:, 1]) - np.max(energies[:, 0])
rigid = branch_difference(berry_dipole(STEP, D0, T, T, DELTA),
                          berry_dipole(-STEP, D0, T, T, DELTA)) / (2 * STEP)
alpha = BETA * T / D0
dt = alpha * STEP
transfer = branch_difference(
    berry_dipole(0, D0, T + dt, T - dt, DELTA),
    berry_dipole(0, D0, T - dt, T + dt, DELTA)) / (2 * STEP)
assert abs(Q - n_cation - static_formula) < 1e-9
assert abs(rigid - static_formula) < 1e-5
assert abs(transfer - transfer_formula) < 1e-5
assert abs(gap - 2 * DELTA) < 1e-9

# Site occupations are even in the displacement
occupations = []
for u in (0.01, -0.01):
    v = occupied_states(D0 - u, hopping(D0 - u, T, BETA),
                        hopping(D0 + u, T, BETA), DELTA)[1]
    occupations.append(2 * np.mean(abs(v[:, 0]) ** 2))
assert abs(occupations[0] - occupations[1]) < 1e-10
assert abs(occupations[0] - n_cation) > 1e-5

# Limits of weak hopping and of a closing gap
weak = berry_charge(0.02, 1.0, 2.0) - Q
weak_law = (2 * 2.0 - 1) * 0.02 ** 2
assert abs(weak / weak_law - 1) < 0.01
small_gap = berry_charge(1.0, 0.05, 2.0)
small_gap_law = 4 * 2.0 / (np.pi * 0.05)
assert abs(small_gap / small_gap_law - 1) < 0.03  # next term is of order one

# Conditions for Z* > Q
ratios = np.geomspace(0.02, 500, 3000)
for beta in (0.5, 0.7, 1.0, 2.0, 4.0):
    assert np.all(excess(ratios, beta) > 0)
for beta in (0.05, 0.15, 0.25, 0.35, 0.45):
    signs = np.sign(excess(ratios, beta))
    assert signs[0] < 0 < signs[-1]
    assert np.count_nonzero(np.diff(signs)) == 1
sin2 = np.sin(np.pi * (np.arange(4000) + 0.5) / 4000) ** 2
weight_ratio = np.array([np.mean(sin2 / (1 - m * sin2) ** 1.5)
                         / np.mean(sin2 / (1 - m * sin2) ** 0.5)
                         for m in np.linspace(0, 0.995, 200)])
assert abs(weight_ratio[0] - 1) < 1e-12 and np.all(np.diff(weight_ratio) > 0)

BETA_LOW = 0.25
ratio_c = brentq(lambda r: excess(r, BETA_LOW), 0.05, 100)
below = berry_charge(0.9 * ratio_c, 1.0, BETA_LOW) - Q
above = berry_charge(1.1 * ratio_c, 1.0, BETA_LOW) - Q
assert below < -1e-3 and above > 1e-3
beta_c = (np.pi / 2 - sk) / (es - sk)
assert abs(berry_charge(T, DELTA, beta_c) - Q) < 1e-5

# Neglected effects: finite displacement and same-species hopping
U_BIG, T_SAME = 0.01, 0.1
z_secant = berry_charge(T, DELTA, BETA, step=U_BIG)
z_same_plus = berry_charge(T, DELTA, BETA, same=T_SAME)
z_same_minus = berry_charge(T, DELTA, BETA, same=-T_SAME)

# Neglected effect: exchange from neighbour repulsion V, in mean field
V = 1.0
chi = 2 / np.pi * (ellipkm1(s ** 2) - ellipe(1 - s ** 2)) \
    / ((1 - s ** 2) * np.sqrt(DELTA ** 2 + 4 * T ** 2))
enhancement = 1 / (1 - V * chi)
z_exchange = Q + excess(RATIO, BETA * enhancement)


def bond_orders(d_in, t_in, t_out):
    v = occupied_states(d_in, t_in, t_out, DELTA)[1]
    pair = v[:, 0].conj() * v[:, 1]
    return np.array([np.mean(pair * np.exp(1j * K_GRID * d_in)).real,
                     np.mean(pair * np.exp(-1j * K_GRID * (A - d_in))).real])


order_0 = bond_orders(D0, T, T)
scf_dipoles = []
for u in (STEP, -STEP):
    geometric = np.array([hopping(D0 - u, T, BETA), hopping(D0 + u, T, BETA)])
    total = geometric.copy()
    for _ in range(30):
        total = geometric + V * (bond_orders(D0 - u, *total) - order_0)
    scf_dipoles.append(berry_dipole(u, D0, *total, DELTA))
z_scf = branch_difference(*scf_dipoles) / (2 * STEP)
assert abs(z_scf - z_exchange) < 2e-5

print(f"period a = {A:.2f} nm, equal bond length d0 = {D0:.2f} nm")
print(f"hopping t = {T:.2f} eV, site energy Delta = {DELTA:.2f} eV")
print(f"hopping exponent beta = {BETA:.2f}, nominal charge Q = {Q:.2f} e")
print(f"hopping slope alpha = {alpha:.2f} eV/nm")
print(f"t/Delta = {RATIO:.3f}, band gap = {gap:.3f} eV")
print(f"s = {s:.5f}, m = {1 - s**2:.5f}")
print(f"K(m) = {sk / s:.5f}, E(m) = {es * s:.5f}")
print(f"s K = {sk:.5f}, E/s = {es:.5f}")
print(f"electrons on cation = {n_cation:.5f}")
print(f"static (rigid) charge = {static_formula:.5f} e")
print(f"transfer part = {transfer_formula:.5f} e")
print(f"Z* cation, closed formula = {z_formula:.5f} e")
print(f"Z* cation, Berry phase = {z_berry:.5f} e")
print(f"Z* cation, open chains = {z_open:.5f} e")
print(f"Z* anion, Berry phase = {z_anion:.5f} e")
print(f"excess Z*-Q = {z_formula - Q:.5f} e, Z*/Q = {z_formula / Q:.4f}")
print(f"critical beta at this t/Delta = {beta_c:.5f}")
print(f"threshold t/Delta for beta {BETA_LOW:.2f} = {ratio_c:.5f}")
print(f"Z*-Q at 0.9 of threshold, Berry phase = {below:.5f} e")
print(f"Z*-Q at 1.1 of threshold, Berry phase = {above:.5f} e")
print("Z*-Q in e; columns t/Delta = 0.25, 0.5, 1, 2, 4")
for beta in (0.25, 0.5, 1.0, 2.0, 3.0):
    row = "  ".join(f"{excess(r, beta):8.4f}" for r in (0.25, 0.5, 1, 2, 4))
    print(f"  beta {beta:.2f}: {row}")
print(f"weak hopping t/Delta=0.02, beta=2: Z*-Q = {weak:.6f} e")
print(f"  weak-hopping law = {weak_law:.6f} e")
print(f"small gap Delta/t=0.05, beta=2: Z* = {small_gap:.3f} e")
print(f"  leading small-gap law = {small_gap_law:.3f} e")
print(f"largest relative formula-Berry difference = {worst:.1e}")
print(f"mean slope between u = -/+{U_BIG:.2f} nm = {z_secant:.5f} e")
print(f"same-species hopping +/-{T_SAME:.2f} eV on cation/anion:"
      f" Z* = {z_same_plus:.5f} e")
print(f"  with both signs reversed: Z* = {z_same_minus:.5f} e")
print(f"neighbour repulsion V = {V:.2f} eV, chi = {chi:.5f} 1/eV")
print(f"  hopping-slope enhancement = {enhancement:.5f}")
print(f"  Z* with exchange, formula = {z_exchange:.5f} e")
print(f"  Z* with exchange, self-consistent = {z_scf:.5f} e")
print("no test failed")
```

It prints:

```
period a = 0.40 nm, equal bond length d0 = 0.20 nm
hopping t = 1.00 eV, site energy Delta = 2.00 eV
hopping exponent beta = 2.00, nominal charge Q = 2.00 e
hopping slope alpha = 10.00 eV/nm
t/Delta = 0.500, band gap = 4.000 eV
s = 0.70711, m = 0.50000
K(m) = 1.85407, E(m) = 1.35064
s K = 1.31103, E/s = 1.91010
electrons on cation = 0.16537
static (rigid) charge = 1.83463 e
transfer part = 0.76276 e
Z* cation, closed formula = 2.59739 e
Z* cation, Berry phase = 2.59739 e
Z* cation, open chains = 2.59739 e
Z* anion, Berry phase = -2.59739 e
excess Z*-Q = 0.59739 e, Z*/Q = 1.2987
critical beta at this t/Delta = 0.43362
threshold t/Delta for beta 0.25 = 1.84397
Z*-Q at 0.9 of threshold, Berry phase = -0.03119 e
Z*-Q at 1.1 of threshold, Berry phase = 0.03471 e
Z*-Q in e; columns t/Delta = 0.25, 0.5, 1, 2, 4
  beta 0.25:  -0.0263   -0.0700   -0.0986    0.0292    0.5189
  beta 0.50:   0.0024    0.0253    0.1601    0.6213    1.7628
  beta 1.00:   0.0598    0.2160    0.6776    1.8057    4.2505
  beta 2.00:   0.1747    0.5974    1.7126    4.1743    9.2260
  beta 3.00:   0.2895    0.9788    2.7476    6.5430   14.2016
weak hopping t/Delta=0.02, beta=2: Z*-Q = 0.001199 e
  weak-hopping law = 0.001200 e
small gap Delta/t=0.05, beta=2: Z* = 51.937 e
  leading small-gap law = 50.930 e
largest relative formula-Berry difference = 7.1e-08
mean slope between u = -/+0.01 nm = 2.59820 e
same-species hopping +/-0.10 eV on cation/anion: Z* = 2.64438 e
  with both signs reversed: Z* = 2.56456 e
neighbour repulsion V = 1.00 eV, chi = 0.22662 1/eV
  hopping-slope enhancement = 1.29303
  Z* with exchange, formula = 2.82090 e
  Z* with exchange, self-consistent = 2.82090 e
no test failed
```
